**Wall planes in a rhombohedral ferroelectric: compatibility and neutrality**

The program tests that a stress-free, uncharged wall between domains with unit polarization vectors pA and pB has its normal along pA + pB, which gives {110} planes for 71-degree pairs and {100} planes for 109-degree pairs. Here alpha is the pseudocubic cell angle, s the shear strain, U the stretch from the cubic parent, P0 the polarization, G the shear modulus and eps_r the relative permittivity. A numerical search over wall normals, using equality of in-plane lengths, asserts that each of the 24 non-180-degree pairs has two compatible planes, of which one is neutral. Further assertions cover two other cell angles, a generic strain difference with no compatible plane, and finite-strain twins with continuous normal polarization. The elastic energy of a misfitting laminate and the field and energy of a charged one are compared with direct minimization and a grid solution of the Poisson problem. For rough parameters in the regime of bismuth ferrite, the actual polarization angles are 71.4 and 110.3 degrees. The unscreened charged planes would carry fields of about 12 and 17 MV/cm, beyond the range of the linear model, so those energies are harmonic estimates.

## Numerical verification

```python
"""
Result under test: in a rhombohedral ferroelectric (polarization along <111>)
a stress-free and uncharged planar wall has its normal along pA + pB, which is
a {110} plane for 71-degree pairs and a {100} plane for 109-degree pairs.

Symbols
  pA, pB : unit polarization vectors of the two domains, pseudocubic axes
  alpha  : pseudocubic rhombohedral angle; s = cos(alpha)/2 is the shear strain
  U      : stretch of the cubic parent, C = U U its metric
  n      : wall normal; P0 : polarization; Pn : its part normal to a wall
  eps_r  : relative permittivity; G : shear modulus; width : domain width
All example parameters are rough values in the regime of bismuth ferrite.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.optimize import least_squares, minimize_scalar

rng = np.random.default_rng(7)
STARTS = rng.normal(size=(16, 3))


def unit(v):
    v = np.asarray(v, dtype=float)
    return v / np.linalg.norm(v)


def stretch(p, alpha_deg):
    """Uniaxial stretch about p that gives unit cell edges at angle alpha."""
    c = np.cos(np.radians(alpha_deg))
    along, across = np.sqrt(1 + 2 * c), np.sqrt(1 - c)
    return across * np.eye(3) + (along - across) * np.outer(p, p)


def compatible_planes(difference):
    """Search all normals for planes in which the metric difference vanishes."""
    scaled = difference / np.linalg.norm(difference)

    def misfit(x):
        n = unit(x)
        proj = np.eye(3) - np.outer(n, n)
        return (proj @ scaled @ proj).ravel()

    found = []
    for start in STARTS:
        fit = least_squares(misfit, unit(start), xtol=1e-13, ftol=1e-13,
                            gtol=1e-13)
        n = unit(fit.x)
        if np.max(np.abs(fit.fun)) < 1e-7:
            if all(np.linalg.norm(np.cross(n, m)) > 1e-3 for m in found):
                found.append(n)
    return found


def parallel(a, b):
    return np.linalg.norm(np.cross(unit(a), unit(b))) < 1e-6


# ---- rough example parameters (SI inside the program) ----
alpha = 89.4
P0 = 0.90
eps_r = 50.0
G = 50e9
gap_eV = 2.7
width = 100e-9
temperature = 300.0
wall_energy = 0.2
breakdown = 3e8
s = np.cos(np.radians(alpha)) / 2

# ---- the stretch really has the chosen rhombohedral angle ----
U111 = stretch(unit([1, 1, 1]), alpha)
edge_cos = unit(U111[:, 0]) @ unit(U111[:, 1])
assert abs(np.degrees(np.arccos(edge_cos)) - alpha) < 1e-9

# ---- search for wall planes, every pair of domains ----
states = [unit(v) for v in itertools.product([1, -1], repeat=3)]
counts = {71: 0, 109: 0, 180: 0}
planes_per_pair = set()
for pA, pB in itertools.combinations(states, 2):
    cosine = pA @ pB
    if cosine < -0.99:
        counts[180] += 1
        continue
    kind = 71 if cosine > 0 else 109
    counts[kind] += 1
    UA, UB = stretch(pA, alpha), stretch(pB, alpha)
    planes = compatible_planes(UA @ UA - UB @ UB)
    planes_per_pair.add(len(planes))
    assert len(planes) == 2
    neutral = [n for n in planes if abs((pA - pB) @ n) < 1e-6]
    charged = [n for n in planes if abs((pA - pB) @ n) >= 1e-6]
    assert len(neutral) == 1 and len(charged) == 1
    assert parallel(neutral[0], pA + pB)
    assert parallel(charged[0], pA - pB)
    family = unit([0, 1, 1]) if kind == 71 else np.array([0, 0, 1.0])
    assert np.allclose(np.sort(np.abs(neutral[0])), family, atol=1e-6)
assert counts == {71: 12, 109: 12, 180: 4}

# ---- planes do not move when the rhombohedral angle changes ----
pA = unit([1, 1, 1])
partners = {71: unit([1, 1, -1]), 109: unit([-1, -1, 1])}
for other_alpha in (88.0, 90.6):
    for pB in partners.values():
        UA, UB = stretch(pA, other_alpha), stretch(pB, other_alpha)
        planes = compatible_planes(UA @ UA - UB @ UB)
        assert len(planes) == 2
        assert any(parallel(n, pA + pB) for n in planes)
        assert any(parallel(n, pA - pB) for n in planes)

# ---- control: a generic strain difference has no compatible plane ----
assert len(compatible_planes(np.diag([1.0, 0.3, -1.0]))) == 0

# ---- eigenvalues of the small-strain difference ----
sigA, sigB = np.array([1, 1, 1.0]), np.array([1, 1, -1.0])
strainA = s * (np.outer(sigA, sigA) - np.eye(3))
strainB = s * (np.outer(sigB, sigB) - np.eye(3))
eigenvalues = np.linalg.eigvalsh(strainA - strainB)
root = 2 * np.sqrt(2) * s
assert np.allclose(eigenvalues, [-root, 0, root], atol=1e-12)


# ---- finite-strain twins: join the deformed crystals along the wall ----
def join(pA, pB, n):
    UA, UB = stretch(pA, alpha), stretch(pB, alpha)
    t1 = unit(np.cross(n, [0.3, -0.5, 0.8]))
    t2 = np.cross(n, t1)
    frameA = np.column_stack([UA @ t1, UA @ t2, np.cross(UA @ t1, UA @ t2)])
    frameB = np.column_stack([UB @ t1, UB @ t2, np.cross(UB @ t1, UB @ t2)])
    Q = frameA @ np.linalg.inv(frameB)
    assert np.allclose(Q.T @ Q, np.eye(3), atol=1e-10)
    assert abs(np.linalg.det(Q) - 1) < 1e-10
    n_deformed = unit(np.linalg.inv(UA).T @ n)
    jump = (pA - Q @ pB) @ n_deformed
    half_turn = 2 * np.outer(n_deformed, n_deformed) - np.eye(3)
    turned = np.allclose(half_turn @ pA, Q @ pB, atol=1e-10)
    angle = np.degrees(np.arccos(pA @ Q @ pB))
    rotation = np.degrees(np.arccos((np.trace(Q) - 1) / 2))
    return jump, turned, angle, rotation


ideal, actual, rotations = {}, {}, {}
for kind, pB in partners.items():
    jump, turned, actual[kind], rotations[kind] = join(pA, pB, unit(pA + pB))
    assert abs(jump) < 1e-10 and turned
    wrong_jump = join(pA, pB, unit(pA - pB))[0]
    assert abs(wrong_jump) > 0.5
    ideal[kind] = np.degrees(np.arccos(pA @ pB))
    # agreement up to terms of second order in the strain
    assert abs(rotations[kind] / np.degrees(root) - 1) < 0.03
    assert abs((actual[kind] - ideal[kind]) / np.degrees(root) - 1) < 0.03


# ---- neutral but misfitting 71-degree laminate: minimize elastic energy ----
def laminate_energy(phi, poisson=0.3):
    """Energy density / G of equal layers, all free strains optimized."""
    lame = 2 * poisson / (1 - 2 * poisson)
    axes = np.array([[np.cos(phi), np.sin(phi), 0],
                     [-np.sin(phi), np.cos(phi), 0], [0, 0, 1]])
    own = [axes @ e @ axes.T for e in (strainA, strainB)]

    def residual(x):
        parts = []
        for layer in range(2):
            o = x[3 + 3 * layer: 6 + 3 * layer]
            total = np.array([[o[0], o[1], o[2]],
                              [o[1], x[0], x[2]],
                              [o[2], x[2], x[1]]])
            elastic = total - own[layer]
            parts.append(np.sqrt(lame / 2) * np.trace(elastic))
            parts.extend(elastic.ravel())
        return np.array(parts) / np.sqrt(2)

    base = residual(np.zeros(9))
    matrix = np.column_stack([residual(v) - base for v in np.eye(9)])
    best = np.linalg.lstsq(matrix, -base, rcond=None)[0]
    return np.sum(residual(best) ** 2)


for degrees in (0, 20, 45, 80, 135):
    phi = np.radians(degrees)
    formula = 2 * s**2 * (1 - np.sin(2 * phi))
    assert abs(laminate_energy(phi) - formula) < 1e-9 * s**2
elastic_density = G * laminate_energy(0.0)

# ---- charged laminate: periodic Poisson problem, units Pn = eps0 = 1 ----
cells = 20
pol = np.where(np.arange(cells) < cells // 2, 1.0, -1.0)
grad = np.roll(np.eye(cells), 1, axis=1) - np.eye(cells)
potential = np.linalg.lstsq(eps_r * grad.T @ grad, grad.T @ pol, rcond=None)[0]
assert np.allclose(-grad @ potential, -pol / eps_r, atol=1e-10)
# energy of field plus harmonic polarization response, minimized directly
chi = eps_r - 1
response = minimize_scalar(lambda q: 0.5 * (1 + q)**2 + 0.5 * q**2 / chi)
assert abs(response.fun - 0.5 / eps_r) < 1e-9
induced_fraction = -response.x
assert abs(induced_fraction - chi / eps_r) < 1e-5

# ---- numbers for the example ----
print("INPUTS (rough, bismuth ferrite regime)")
print(f"polarization P0 = {P0*100:.0f} uC/cm2")
print(f"rhombohedral angle = {alpha:.1f} deg")
print(f"relative permittivity = {eps_r:.0f}")
print(f"shear modulus = {G/1e9:.0f} GPa")
print(f"band gap = {gap_eV:.1f} eV; temperature = {temperature:.0f} K")
print(f"domain width = {width*1e9:.0f} nm")
print(f"wall energy scale = {wall_energy:.1f} J/m2")
print(f"breakdown field scale = {breakdown/1e8:.0f} MV/cm")
print("GEOMETRY")
print(f"pairs at 71, 109, 180 deg = {counts[71]}, {counts[109]}, {counts[180]}")
print(f"compatible planes per non-180 pair = {sorted(planes_per_pair)}")
print(f"shear strain s = {s:.6f}")
print(f"largest eigenvalue of strain difference = {eigenvalues[2]:.5f}")
print(f"small-strain lattice rotation = {np.degrees(root):.4f} deg")
for kind in (71, 109):
    print(f"{kind} wall: finite-strain rotation = {rotations[kind]:.4f} deg")
    print(f"{kind} wall: ideal angle = {ideal[kind]:.3f} deg, "
          f"actual angle = {actual[kind]:.3f} deg")

print("COMPATIBLE BUT CHARGED PLANES (harmonic estimates)")
for kind, pB in partners.items():
    Pn = P0 * abs(pA @ unit(pA - pB))
    charge = P0 * abs((pA - pB) @ unit(pA - pB))
    field = Pn / (sc.epsilon_0 * eps_r)
    density = Pn**2 / (2 * sc.epsilon_0 * eps_r)
    sheet = charge / sc.e
    screened = 0.5 * gap_eV * sc.e * sheet
    gap_length = gap_eV / field
    carriers = sheet / gap_length
    fermi = sc.hbar**2 * (3 * np.pi**2 * carriers)**(2 / 3) / (2 * sc.m_e)
    print(f"{kind}: bound charge = {charge*100:.1f} uC/cm2")
    print(f"{kind}: field = {field/1e8:.2f} MV/cm, "
          f"over breakdown scale = {field/breakdown:.2f}")
    print(f"{kind}: energy per wall area = {density*width:.1f} J/m2")
    print(f"{kind}: length for a drop of one gap = {gap_length*1e9:.2f} nm")
    print(f"{kind}: screening carriers = {sheet/1e4:.2e} per cm2")
    print(f"{kind}: cost of carriers, half gap each = {screened:.2f} J/m2")
    print(f"{kind}: their Fermi energy, free mass = {fermi/sc.e:.2f} eV")
    assert density * width > wall_energy and screened > wall_energy
print(f"share of Pn cancelled by linear response = {induced_fraction:.3f}")

print("NEUTRAL BUT MISFITTING PLANE: 71 pair on (100)")
print(f"elastic energy density = {elastic_density/1e6:.2f} MJ/m3")
print(f"energy per wall area = {elastic_density*width:.3f} J/m2")

print("OTHER NEGLECTED EFFECTS")
thermal = sc.k * temperature
states_density = 2 * (2 * np.pi * sc.m_e * thermal / sc.h**2)**1.5
intrinsic = states_density * np.exp(-gap_eV * sc.e / (2 * thermal))
print(f"thermal carriers, free mass = {intrinsic/1e6:.1e} per cm3")
tilt = np.radians(1.0)
tilt_Pn = P0 / np.sqrt(3) * np.sin(tilt)
tilt_field = tilt_Pn / (sc.epsilon_0 * eps_r)
print(f"71 wall tilted 1 deg to (001): charge = {2*tilt_Pn*100:.2f} uC/cm2")
print(f"71 wall tilted 1 deg: field = {tilt_field/1e8:.3f} MV/cm")
print(f"71 wall tilted 1 deg: electrostatic energy = "
      f"{0.5*tilt_Pn*tilt_field*width*1e3:.2f} mJ/m2")
print("done: every assertion held")
```

Running it gives:

```
INPUTS (rough, bismuth ferrite regime)
polarization P0 = 90 uC/cm2
rhombohedral angle = 89.4 deg
relative permittivity = 50
shear modulus = 50 GPa
band gap = 2.7 eV; temperature = 300 K
domain width = 100 nm
wall energy scale = 0.2 J/m2
breakdown field scale = 3 MV/cm
GEOMETRY
pairs at 71, 109, 180 deg = 12, 12, 4
compatible planes per non-180 pair = [2]
shear strain s = 0.005236
largest eigenvalue of strain difference = 0.01481
small-strain lattice rotation = 0.8485 deg
71 wall: finite-strain rotation = 0.8463 deg
71 wall: ideal angle = 70.529 deg, actual angle = 71.375 deg
109 wall: finite-strain rotation = 0.8419 deg
109 wall: ideal angle = 109.471 deg, actual angle = 110.313 deg
COMPATIBLE BUT CHARGED PLANES (harmonic estimates)
71: bound charge = 103.9 uC/cm2
71: field = 11.74 MV/cm, over breakdown scale = 3.91
71: energy per wall area = 30.5 J/m2
71: length for a drop of one gap = 2.30 nm
71: screening carriers = 6.49e+14 per cm2
71: cost of carriers, half gap each = 1.40 J/m2
71: their Fermi energy, free mass = 0.73 eV
109: bound charge = 147.0 uC/cm2
109: field = 16.60 MV/cm, over breakdown scale = 5.53
109: energy per wall area = 61.0 J/m2
109: length for a drop of one gap = 1.63 nm
109: screening carriers = 9.17e+14 per cm2
109: cost of carriers, half gap each = 1.98 J/m2
109: their Fermi energy, free mass = 1.16 eV
share of Pn cancelled by linear response = 0.980
NEUTRAL BUT MISFITTING PLANE: 71 pair on (100)
elastic energy density = 2.74 MJ/m3
energy per wall area = 0.274 J/m2
OTHER NEGLECTED EFFECTS
thermal carriers, free mass = 5.3e-04 per cm3
71 wall tilted 1 deg to (001): charge = 1.81 uC/cm2
71 wall tilted 1 deg: field = 0.205 MV/cm
71 wall tilted 1 deg: electrostatic energy = 9.29 mJ/m2
done: every assertion held
```
